# Electron Counting for Strontium on the Dimerized Si(001) Surface

## Problem

On Si(001), neighbouring surface atoms pair up into dimers. Each dimer atom keeps one dangling orbital, an sp³-like hybrid that points out of the surface and takes part in no single bond. Strontium atoms are deposited on this surface and give up their valence electrons to it.

(a) How many electrons are missing, per dimer, if every dangling orbital is to hold two?

(b) Which Sr coverage supplies that number? Give it in monolayers and in atoms per cm².

(c) Under what conditions does the count describe the electrons of the real surface?

One monolayer (ML) means one adatom per surface atom of the ideal, unreconstructed Si(001) plane. Assume that all surface atoms are dimerized, that the dimers survive the adsorption, and that there are no defects or other adsorbates. The lattice parameter is \(a=0.5431\) nm.

## Hints

1. A silicon atom has four valence electrons and four hybrids. Assign one electron to each hybrid, then ask which hybrids find a partner.
2. Distinguish an orbital that is occupied from one that is full.
3. A dimer contains two surface atoms, so a coverage per atom must be doubled to give a coverage per dimer.
4. For (c), ask whether the dangling states stay separate from the bonding and antibonding states once the orbitals are coupled, and whether the Sr electrons prefer the dimer to their own 5s orbital.

## Solution

### The deficit per dimer

In the bulk, each atom has four neighbours. Cutting the crystal along (001) removes two of them, so a surface atom keeps two back bonds and has two unpaired hybrids. Forming a dimer joins one hybrid of each atom. One dangling orbital per atom remains, hence two per dimer.

The two atoms of a dimer bring \(2\times4=8\) valence electrons. Their four back bonds take one electron each from these atoms, the other electron of each bond coming from the second layer. The dimer bond takes two. This leaves

\[
8-4-2=2
\]

electrons for two dangling orbitals. With two spin states each, these orbitals can hold \(2\times2=4\) electrons. The deficit is therefore

\[
4-2=2\quad\text{electrons per dimer}.
\]

The result does not depend on how the two electrons already present are arranged. In a symmetric dimer the dangling orbitals combine into a lower \(\pi\) and a higher \(\pi^*\) orbital, and the pair fills \(\pi\). In a buckled dimer the pair sits mainly on one atom. Either way a clean surface may be insulating, yet its dangling orbitals are only half full. Filling them all means filling both \(\pi\) and \(\pi^*\), or both atomic orbitals.

### The coverage

Let \(\theta\) be the Sr coverage in ML. There are \(\theta\) Sr atoms per surface atom, hence \(2\theta\) per dimer. Strontium has two valence electrons, so the supply is \(4\theta\) electrons per dimer. Complete filling requires

\[
2+4\theta=4
\quad\Longrightarrow\quad
\theta=\frac12 .
\]

This is one Sr atom per dimer, with no electron missing and none left over.

Below this coverage, if all Sr electrons enter dangling orbitals, the mean number per orbital is

\[
\frac{2+4\theta}{2}=1+2\theta .
\]

It runs from 1 on the clean surface to 2 at half a monolayer. At \(\theta=1/4\) the mean is 1.5, but this does not decide whether the surface is metallic: half of the dimers could be full and the other half still have two electrons. Above \(\theta=1/2\), the extra electrons must enter other states, such as silicon conduction states or orbitals of the Sr layer.

For the densities, the surface atoms form a square lattice of side \(a/\sqrt2=0.3840\) nm. With one atom per square,

\[
N_s=\frac{1}{(a/\sqrt2)^2}=\frac{2}{a^2}
=\frac{2}{(5.431\times10^{-8}\,\text{cm})^2}
=6.78\times10^{14}\ \text{cm}^{-2}.
\]

The dimer density is half of this, and so is the required Sr density:

\[
N_{\rm Sr}=\tfrac12N_s=3.39\times10^{14}\ \text{cm}^{-2}.
\]

These atoms supply \(2N_{\rm Sr}=6.78\times10^{14}\) electrons per cm², one for each surface atom.

### Does the count survive coupling between orbitals?

The argument treated bonds as isolated pairs. In a crystal the hybrids on one atom also couple to each other. A simple Hamiltonian with both effects is

\[
H=V_2P+V_1M,\qquad V_1,V_2<0 .
\]

Here \(P\) connects the two hybrids of each bond, and \(M\) connects different hybrids on the same atom. All hybrid energies are set to zero.

For one bond, \(P\) has eigenvalues \(+1\) and \(-1\); for a dangling hybrid it gives 0. Thus \(V_2P\) has bonding levels at \(-|V_2|\), dangling levels at 0 and antibonding levels at \(+|V_2|\). On one atom, \(M\) is the \(4\times4\) matrix of ones minus the identity. The sum of the four hybrids has eigenvalue \(4-1=3\), and the three combinations orthogonal to it have eigenvalue \(-1\). Since \(V_1\) is negative, every expectation value of \(V_1M\) lies between \(-3|V_1|\) and \(|V_1|\).

By the min-max principle, adding such an operator moves each eigenvalue, taken in ascending order, by an amount within the same limits. Hence

\[
\begin{aligned}
E_{\rm bonding}&\le-|V_2|+|V_1|,\\
-3|V_1|\le E_{\rm dangling}&\le|V_1|,\\
E_{\rm antibonding}&\ge|V_2|-3|V_1| .
\end{aligned}
\]

The lower two groups are separate if \(-|V_2|+|V_1|<-3|V_1|\), and the upper two if \(|V_1|<|V_2|-3|V_1|\). Both conditions read

\[
|V_2|>4|V_1| .
\]

When this holds, coupling changes the energies but not the number of states in each group. The condition is sufficient, not necessary.

Take \(V_1=-0.7\) eV and \(V_2=-3.5\) eV, for which \(3.5>2.8\). A six-layer slab with two dimers per cell, and hydrogen on its back face, was diagonalized at five wave vectors. Its bonds were identified from interatomic distances. At each wave vector there were four dangling states, and filling every state below the antibonding group required four more electrons than the neutral slab has. That is two per dimer, as counted by hand. The gap above the filled dangling states was 1.49 eV at these wave vectors. It depends on the slab thickness, falling to about 1.3 eV for twelve layers, whereas the count does not.

Shifting the two dangling orbitals of each dimer by \(+0.3\) and \(-0.3\) eV imitates buckling. The deficit stayed at four electrons per cell, while the clean slab had a gap of 0.48 eV at half filling, again at the five wave vectors. At these wave vectors the model surface thus has a gap before any Sr arrives, although half of its dangling states are empty.

### Where does the Sr pair go?

Electron counting assumes that the dimer takes the electrons. A small molecule tests this assumption: Si₂H₄ with the geometry of a dimer, hydrogen in place of the back bonds, and one Sr atom above its centre, 0.310 nm from each Si atom. The mirror plane that exchanges the two Si atoms separates the candidate orbitals. Sr 5s is even under this reflection, whereas \(\pi^*\) changes sign.

Two closed-shell configurations were calculated with the PBE functional and the def2-SVP basis, at the same fixed geometry. Energies are relative to separate, neutral Sr and Si₂H₄, each in its closed-shell state.

- With the pair in an even orbital, the energy is \(+1.4\) eV.
- With the pair in an odd orbital, it is \(-2.3\) eV.

The odd configuration is lower by \(1.4+2.3=3.7\) eV. Projecting its density on the \(\pi^*\) orbital of bare Si₂H₄ gives 1.78 electrons, against 0.03 in the even configuration. Of these two closed-shell configurations, the one with the pair in the dimer orbital is therefore preferred; open-shell states with only one electron transferred were not calculated. The energies and projections come from a small basis set and a coarse integration grid whose errors were not estimated, and a Sr atom in a half monolayer has several dimers around it, so the values should not be carried over to the surface.

The Mulliken charge of Sr in the odd configuration is nevertheless only \(+0.46e\), far from \(+2e\). The value depends on how the density is divided between atoms: a Löwdin analysis gives \(+0.18e\). Its basis-set error was not estimated either. In the Mulliken count, two contributions account for the difference from \(+2e\). Sr basis functions overlap with \(\pi^*\), so part of the pair's density is counted in both measures: about 0.6 electrons in odd orbitals are assigned to Sr. In addition, the filled even orbitals of the molecule extend onto Sr and give it about 1.0 electron beyond its 4s and 4p shells. The formal transfer of two electrons tells which orbital is filled, not how much charge sits near each nucleus.

Electrostatics gives the same warning. If \(6.78\times10^{18}\) electrons per m² were separated from their positive charge by \(d=0.10\) nm without screening, the potential step would be

\[
\Delta\phi=\frac{e(2N_{\rm Sr})d}{\varepsilon_0}=12.3\ \text{V}.
\]

Such a step would shift electron energies by more than ten times the silicon band gap of about 1.1 eV. Literal point charges are thus a poor basis for estimating a band lineup. Screening and covalent sharing have to be calculated.

### The real surface

The lattice parameter and the densities are those of silicon, but \(V_1\) and \(V_2\) are not: the bulk gap of the model, \(2|V_2|-4|V_1|\), is 4.2 eV, against about 1.1 eV in silicon. The model places the atomic s and p levels \(4|V_1|=2.8\) eV apart; in a silicon atom the separation is roughly 7 eV, which corresponds to \(|V_1|\) near 1.8 eV. The sufficient condition then fails, since it would need \(|V_2|>7.2\) eV. With \(V_2=-3.5\) eV such a \(V_1\) would close even the bulk gap of the model, so the following scan shows a trend and does not approach real silicon. At fixed \(V_2\), the calculated gap above the dangling states of the six-layer slab falls to 0.66 eV for \(V_1=-1.0\) eV and has closed at \(V_1=-1.4\) eV. A twelve-layer slab has a smaller gap still, about 0.3 eV at \(V_1=-1.0\) eV. The model therefore establishes the count where the groups are separate, but does not predict a gap for Sr on silicon. If the highest dangling band overlapped the conduction band, half a monolayer would still supply the right number of electrons, but some would occupy conduction states. Deciding this requires a band calculation for the actual surface structure.

Deposition errors matter as well. A coverage error of 0.01 ML changes the supply by

\[
2\times0.01\times6.78\times10^{14}
=1.36\times10^{13}\ \text{electrons per cm}^2 .
\]

This is only 2% of the electrons supplied at half a monolayer, yet it is at or above the carrier density of a typical transistor channel, roughly \(10^{12}\) to \(10^{13}\) cm⁻². The missing or extra electrons need not be mobile.

## Variation 1: no dimers

Suppose the surface atoms stay unpaired. Each then has two dangling orbitals with one electron in each, so it lacks two electrons. One Sr atom per surface atom is needed:

\[
2\theta=2\quad\Longrightarrow\quad\theta=1 .
\]

The slab calculation without dimers gives the same coverage. Half a monolayer is thus a property of the dimerized surface, since each dimer bond removes two dangling orbitals from the count.

## Variation 2: missing dimers

Remove one of the two dimers in a cell with four ideal surface sites. Its two atoms had four back bonds, so four second-layer hybrids become dangling. With the two orbitals of the remaining dimer there are six, each lacking one electron. Three Sr atoms are needed, or \(3/4=0.75\) ML, and the slab calculation confirms the deficit of six.

For isolated vacancies, each missing dimer removes two dangling orbitals and exposes four. The net gain of two requires one extra Sr atom. If a fraction \(f\) of the dimers is missing, and there is half a dimer per surface site,

\[
\theta=\frac12+\frac f2 .
\]

A rough value of \(f=0.03\) gives 0.515 ML. If the four exposed hybrids instead pair up into two new bonds, each vacancy has a net loss of two dangling orbitals. The sign of the correction reverses, and the required coverage is 0.485 ML. The bonding at the defects, and not just their number, fixes the correction.

The numerical output below lists the results of the program.

## Computed results

```
Si lattice parameter: 0.54310 nm
surface square side: 0.3840 nm
dimer bond length used: 0.2352 nm
surface Si density: 6.781e+14 cm^-2
dimer density: 3.390e+14 cm^-2
Sr valence electrons: 2 per atom
dangling orbitals, two-dimer cell: 4
electron deficit, two-dimer cell: 4
required Sr coverage: 0.500 ML
required Sr density: 3.390e+14 cm^-2
electrons supplied: 6.781e+14 cm^-2
undimerized: orbitals 8, deficit 8 per cell
undimerized coverage needed: 1.000 ML
one of two dimers missing: orbitals 6 per cell
one of two dimers missing: deficit 6 per cell
coverage needed in that cell: 0.750 ML
hybrid model V1, V2: -0.7, -3.5 eV
clean buckled model gap (shift 0.3 eV): 0.482 eV
model gap above filled dangling bands: 1.486 eV
same gap at V1 = -1.0 eV: 0.662 eV
same gap at V1 = -1.4 eV: -0.000 eV
(a negative gap means band overlap)
PBE molecule Sr-Si distance: 0.310 nm
PBE molecule Si-H distance: 0.148 nm
energy vs fragments, Sr pair even: 1.363 eV
energy vs fragments, Sr pair odd: -2.288 eV
pi* projection, pair even: 0.025 electrons
pi* projection, pair odd: 1.776 electrons
Sr Mulliken charge, pair even: -0.275 e
Sr Mulliken charge, pair odd: 0.458 e
assumed coverage error: 0.010 ML
electron error from it: 1.356e+13 cm^-2
assumed missing dimers: 3.0 percent
extra Sr per missing dimer: 1.0 atoms
coverage shift from missing dimers: 0.0150 ML
assumed full-charge separation: 0.10 nm
unscreened potential step: 12.27 V
```
